# Fringe Period from Two Identical Gratings in Interference Lithography

## Problem

A mask carries two identical transmission gratings side by side, with parallel lines of pitch $p=44$ nm. Each grating is $W=80.04$ µm wide, and their centres are $D=200$ µm apart. Outside the two gratings the mask is opaque. Extreme-ultraviolet light of wavelength $\lambda_0=13.50$ nm falls on the mask at normal incidence and is coherent across both gratings. A wafer coated with resist lies parallel to the mask, at the distance where the first-order beam leaning right from the left grating crosses the first-order beam leaning left from the right grating.

(a) In which directions do the first orders travel, and for which wavelengths do they exist?

(b) Find the period of the fringes where the two beams overlap. How does it depend on wavelength?

(c) Where do the bright fringes lie, and do they move when the wavelength or the wafer distance changes?

(d) At what distance do the beams cross, and how much of the overlap survives if the light covers $\pm2\,\%$ around $\lambda_0$?

(e) Which departures from the ideal arrangement change the period, and which reduce the contrast?

## Conventions

The $x$ axis runs across the grating lines, $y$ along them, and $z$ from the mask at $z=0$ to the wafer. Angles are measured from $z$. The time factor is $e^{-i\omega t}$, and

$$k=\frac{2\pi}{\lambda},\qquad G=\frac{2\pi}{p}.$$

The electric field is first taken along $y$ (TE polarisation), so that the fields of the two beams are parallel and add as scalars. The contrast of a pattern is $(I_{\max}-I_{\min})/(I_{\max}+I_{\min})$. Inside the overlap each beam is treated as a plane wave; the effect of the finite grating width is examined in part (d).

## Solution

### (a) The first orders

At normal incidence every grating line receives the same field. The field just behind a grating therefore repeats with period $p$ and can be written as a Fourier series. If a line of the grating is centred at $x_1$,

$$U(x,0)=\sum_m c_m\,e^{imG(x-x_1)} .$$

Each term continues into $z>0$ as a wave $e^{i(k_xx+k_zz)}$ with $k_x=mG$. The wave equation requires $k_x^2+k_z^2=k^2$, so

$$k_z=\sqrt{k^2-m^2G^2}.$$

For a propagating wave $k_x=k\sin\theta_m$. Equating this to $mG$ gives

$$\frac{2\pi}{\lambda}\sin\theta_m=\frac{2\pi m}{p}
\quad\Longrightarrow\quad
\sin\theta_m=\frac{m\lambda}{p}.$$

The first orders leave at $\pm\theta$ with $\sin\theta=\lambda/p$. Here

$$\sin\theta=\frac{13.50}{44.0}=0.3068,\qquad \theta=17.87^\circ .$$

They propagate if $\lambda<p$. For $\lambda>p$ the square root is imaginary, $k_z=i\kappa$ with $\kappa=\sqrt{G^2-k^2}$, and the intensity falls as $e^{-2\kappa z}$. At $\lambda=50$ nm it drops by a factor $e$ in $1/(2\kappa)=7.37$ nm, so nothing useful reaches a wafer hundreds of micrometres away. Any statement about "all wavelengths" below therefore means all wavelengths shorter than 44 nm.

### (b) The fringe period

Let a line of the left grating be centred at $x_1$ and a line of the right grating at $x_2$. The overlapping waves are the $m=+1$ order of the left grating and the $m=-1$ order of the right one:

$$U_+=c_{+1}\,e^{iG(x-x_1)+ik_zz},\qquad
U_-=c_{-1}\,e^{-iG(x-x_2)+ik_zz}.$$

Suppose that the profile of a grating line is mirror symmetric about its centre. Reflection then exchanges the orders $+1$ and $-1$ without changing the field, so $c_{+1}=c_{-1}=A$. The phase of $U_+$ minus that of $U_-$ is

$$\Phi=G(x-x_1)+G(x-x_2)=2Gx-G(x_1+x_2),$$

because the two terms $k_zz$ are equal and cancel. The intensity is

$$I=|U_++U_-|^2=|A|^2+|A|^2+2|A|^2\cos\Phi
=2|A|^2\left(1+\cos\Phi\right).$$

The pattern repeats when $\Phi$ grows by $2\pi$, that is, when $2GP=2\pi$. Hence

$$\boxed{P=\frac{\pi}{G}=\frac p2=22\ \text{nm}}$$

and the wavelength does not appear.

The same result in terms of angles shows how this comes about. Two plane waves at $\pm\theta$ have $k_x=\pm k\sin\theta$, and their fringe period is

$$P=\frac{2\pi}{2k\sin\theta}=\frac{\lambda}{2\sin\theta}.$$

At a fixed angle this is proportional to $\lambda$. The grating, however, sets $\sin\theta=\lambda/p$, so that

$$P=\frac{\lambda}{2(\lambda/p)}=\frac p2 .$$

Longer waves are sent out at a larger angle, and the increase of $\sin\theta$ compensates the increase of $\lambda$. The factor one half arises because the transverse wave numbers are $+G$ and $-G$: they differ by $2G$, twice the wave number of the grating.

The period is the same inside the resist. A flat layer is uniform along $x$, so refraction changes $k_z$ but leaves $k_x=\pm G$ unchanged.

The period in free space can be tested without the two-beam formula, the grating equation serving only to place the wafer, by adding a cylindrical wave from each narrow slit of both gratings and reading the strongest spatial frequency of the resulting intensity. In a strip 4 µm wide at the centre of the overlap, with the wafer placed at the crossing distance for each wavelength, the sum gives:

| $\lambda$ (nm) | $\theta$ (deg) | crossing distance (µm) | period (nm) |
|---|---|---|---|
| 11.0 | 14.48 | 387.3 | 22.0000 |
| 13.5 | 17.87 | 310.2 | 22.0000 |
| 20.0 | 27.04 | 196.0 | 22.0000 |
| 30.0 | 42.99 | 107.3 | 22.0000 |

The angle triples while the period stays the same.

### (c) The position of the fringes

Bright fringes lie where $\Phi=2\pi m$. Solving for $x$ gives

$$x_m=\frac{x_1+x_2}{2}+m\frac p2 .$$

Neither $\lambda$ nor $z$ enters. Moving one grating by a distance $d$ moves the fringes by $d/2$. In the slit sum, displacing the right grating by 8.0 nm puts a fringe at 4.000 nm for each of the wavelengths 13.23, 13.50 and 13.77 nm, all at the same wafer distance. Moving the wafer 1 µm farther away leaves it at 4.000 nm.

This matters for a source with a finite bandwidth. Over a long exposure the intensities of different wavelengths add, and since their fringes coincide, the sum is as sharp as each part. For the three wavelengths just named, added with equal weight in the slit sum, the contrast is 0.9997.

The symmetric line profile guarantees the common position; the common period does not depend on it. If $c_{+1}$ and $c_{-1}$ differ in phase by $\varphi$, then $\varphi$ is added to $\Phi$ and the fringes move by $-\varphi/(2G)$. For an asymmetric profile $\varphi$ may vary with wavelength, and the patterns of a broad band then no longer coincide exactly. The magnitudes may differ as well, which lowers the contrast to $2|c_{+1}||c_{-1}|/(|c_{+1}|^2+|c_{-1}|^2)$.

**Comparison with a fixed crossing angle.** Suppose that mirrors held the beams at $\theta=17.87^\circ$ for all wavelengths. With $x$ measured from the point of equal paths, the phase at $x=NP$ would be

$$\frac{4\pi x\sin\theta}{\lambda}=2\pi N\frac{\lambda_0}{\lambda}.$$

Write $\lambda=\lambda_0(1+\varepsilon)$, with $\varepsilon$ uniformly distributed between $-b$ and $b$. To first order $\lambda_0/\lambda\approx1-\varepsilon$, and the contrast is the magnitude of

$$\frac1{2b}\int_{-b}^{b}e^{-2\pi iN\varepsilon}\,d\varepsilon
=\frac{\sin(2\pi Nb)}{2\pi Nb}.$$

Its first zero is at $N=1/(2b)$. For $b=0.02$ this is 25 fringes, or $25\times22=550$ nm from the centre. An average that keeps the full $\lambda_0/\lambda$ leaves a contrast of 0.0127 there. The remainder comes from the next term of the expansion, $+\varepsilon^2$. It adds a phase $2\pi N\varepsilon^2$, at most $2\pi\times25\times0.0004=0.063$, whose weighted average has magnitude $0.063\times2/\pi^2\approx0.013$. With gratings, the field of sharp fringes is instead limited by the overlap of the beams.

### (d) Crossing distance and bandwidth

The centre of the left beam starts at $x=-D/2$ and reaches $-D/2+z\tan\theta$ at distance $z$. By symmetry the beams cross at $x=0$, so

$$z_0=\frac{D}{2\tan\theta}=\frac{100\ \text{µm}}{0.3224}=310.2\ \text{µm}.$$

This distance does depend on wavelength. With the wafer fixed at $z_0$, the left beam at another wavelength is centred at

$$s(\lambda)=z_0\tan\theta(\lambda)-\frac D2 ,$$

and the right beam at $-s$. Their centres are $2|s|$ apart, and the common width is $W-2|s|$. At the long-wavelength edge, $\lambda=13.77$ nm, the formula gives $s=2.21$ µm; the centroid of one beam in the slit sum lies at 2.19 µm. The remaining overlap is

$$80.04-2\times2.21=75.6\ \text{µm}.$$

The bandwidth thus trims the edges of the exposed field and leaves the period and position of the fringes in its interior nearly unchanged.

These widths are geometrical. Diffraction at the ends of a grating softens each beam edge over a length of order $\sqrt{\lambda z_0}$. For small angles $\tan\theta\approx\lambda/p$, so $z_0\approx Dp/(2\lambda)$ and

$$\sqrt{\lambda z_0}\approx\sqrt{\frac{Dp}{2}}\approx2.1\ \text{µm},$$

which in this approximation does not depend on wavelength, provided the wafer stands at the crossing distance for that wavelength. As long as $W$ is much larger than this, the plane-wave picture describes the period, position and contrast of the fringes well in the interior of the overlap. It does not describe the brightness as closely: at a single wavelength, diffraction from the grating ends leaves a ripple in the intensity of each beam of about $\pm4\,\%$ near the centre and $\pm10\,\%$ at 30 µm from it, rising to an overshoot of about 37 % some 2 µm inside the geometrical edge.

The layout must also keep other orders out. At $\lambda_0$ the overlap covers $|x|<40$ µm. The undiffracted light falls straight below the gratings, at $60<|x|<140$ µm. The second order of the left grating has $\tan\theta_2=0.777$ and is centred at $-100+310.2\times0.777=141$ µm; the third lands farther out still, and the fourth would need $\sin\theta_4>1$. Geometrically, the overlap receives the two wanted beams alone, provided the mask is opaque between the gratings, since that gap lies straight above the overlap. Direct light of amplitude $r$ relative to one first-order beam lowers the broadband contrast of the 22 nm fringes to $2/(2+r^2)$. For an open gap and slits filling 40 % of the pitch, $r\approx3.3$ and the contrast is about 0.16.

### (e) Departures from the ideal arrangement

**Unequal pitches.** If the gratings have pitches $p_1$ and $p_2$, the transverse wave numbers are $G_1$ and $-G_2$, and

$$\frac{2\pi}{P}=G_1+G_2=2\pi\left(\frac1{p_1}+\frac1{p_2}\right)
\quad\Longrightarrow\quad P=\frac{p_1p_2}{p_1+p_2}.$$

Pitches of 44 and 45 nm give 22.2472 nm, and the slit sum agrees to all the digits shown. The period is still independent of wavelength, but the two values of $k_z$ now differ. The terms $k_zz$ no longer cancel, and the fringe position depends on $z$ and $\lambda$. A broad band then loses contrast: for pitches of 44 and 45 nm the relative phase at $z_0$ changes by about 14 rad across the $\pm2\,\%$ band, and a uniform spectrum leaves a contrast of only about 0.08. Broadband light therefore needs closely matched pitches: in the same band, a difference of 0.1 nm instead of 1 nm leaves a contrast of about 0.92.

**Tilted wafer.** The intensity depends on $x$ alone. If the wafer is tilted by $\beta$ about the $y$ axis, a distance $u$ along its surface corresponds to $x=u\cos\beta$, and the printed period is $P/\cos\beta$. A large tilt of 0.1 rad gives 22.1105 nm, as does the slit sum.

**Oblique light and source size.** Light arriving at a small angle $\alpha$ in the $xz$ plane adds $q=k\sin\alpha$ to both transverse wave numbers, which become $q+G$ and $q-G$. Their difference is still $2G$, so the period is unchanged. The longitudinal wave numbers, however, are no longer equal. With $k_z=k\cos\theta$, expansion to first order in $q$ gives

$$\sqrt{k^2-(q\pm G)^2}\approx k_z\mp\frac{qG}{k_z}.$$

The relative phase, for $x_1+x_2=0$, is then

$$\Phi=2Gx-\frac{2qG}{k_z}z ,$$

and the central fringe moves to

$$\delta=\frac{qz}{k_z}=\frac{z\sin\alpha}{\cos\theta}.$$

For $\alpha=10$ µrad at $z_0$, $\delta=310.2\ \text{µm}\times10^{-5}/0.952=3.26$ nm, the value also found by the slit sum.

An extended source sends light at many angles. If these fill $\pm\alpha$ uniformly and are mutually incoherent, the fringe patterns are spread uniformly over $\pm\delta$, and averaging the cosine multiplies the contrast by

$$\frac{\sin(2\pi\delta/P)}{2\pi\delta/P}=0.862
\qquad(\alpha=10\ \text{µrad}).$$

The fringes vanish when $\delta=P/2$. Using $z_0=D/(2\tan\theta)$, this happens at

$$\alpha=\frac{P\cos\theta}{2z_0}=\frac{P\sin\theta}{D}=\frac{\lambda}{2D}\approx34\ \text{µrad}.$$

The last form is a condition on spatial coherence: the full angular width of the source must stay well below $\lambda/D$. The arrangement tolerates a broad spectrum but not a broad source. The unchanged period holds for plane incident waves. A source at a finite distance $L$ lights the two gratings at slightly different angles and stretches the period by a fraction of about $z_0/(L\cos\theta)$. For $L=10$ m this is $3.3\times10^{-5}$, which displaces the fringes by about 1 nm at 30 µm from the centre.

**Polarisation.** If the electric field lies in the $xz$ plane (TM), the two fields are not parallel. For unit amplitudes they are

$$(\cos\theta,\,-\sin\theta)\,e^{iGx},\qquad(\cos\theta,\,\sin\theta)\,e^{-iGx}$$

in $x$ and $z$ components, each perpendicular to its own direction of travel. Adding components and squaring,

$$I=4\cos^2\theta\cos^2Gx+4\sin^2\theta\sin^2Gx
=2\left(1+\cos2\theta\,\cos2Gx\right).$$

The period is again $p/2$, with contrast

$$|\cos2\theta|=\left|1-\frac{2\lambda^2}{p^2}\right|=0.812\quad\text{at }13.5\ \text{nm}.$$

It vanishes at $\lambda=p/\sqrt2\approx31$ nm, where the beams cross at right angles. These values hold in vacuum. Inside a weakly absorbing resist of index $n$ the refracted angle enters and the contrast is close to $|1-2\lambda^2/(n^2p^2)|$, for example 0.80 at 13.5 nm for $n=0.975$. For longer waves $\cos2\theta$ is negative, and bright and dark fringes change places. The wavelength-independent position of part (c) therefore holds for TE light, and for TM light on one side of this value.

**Leakage of undiffracted light.** Let a wave along $z$ with amplitude $r$, relative to one first-order beam, reach the overlap in phase with the bright fringe at $x=0$. The field there is $2+r$, and at the next fringe, where $Gx=\pi$, it is $-2+r$. The peak intensities differ by

$$(2+r)^2-(2-r)^2=8r$$

and have mean $4+r^2$, so the relative difference is close to $2r$. At a single wavelength, an amplitude of 0.01, only $10^{-4}$ of a beam's intensity, can thus make neighbouring lines differ by 2 %, and the period is strictly 44 nm again. A broad band suppresses this effect, because the phase $(k-k_z)z$ between the leaked wave and the first orders depends on wavelength. At $z_0$ it changes by about 290 rad across the $\pm2\,\%$ band, and for a uniform spectrum the difference averages to less than 0.02 %.

**The resist.** Electrons released by the light and diffusing reaction products blur the image. For a Gaussian blur of standard deviation $\sigma$, averaging the cosine multiplies the contrast by

$$e^{-2\pi^2\sigma^2/P^2}=e^{-0.367}=0.693\qquad(\sigma=3\ \text{nm}).$$

Absorption reduces the dose with depth. With a coefficient of 5 µm$^{-1}$, a thickness of 30 nm and refraction neglected, the intensity at the bottom is

$$\exp\left(-\frac{5\times0.030}{0.952}\right)=0.854$$

of that at the top. Both beams are weakened equally, so the optical contrast at a given depth is unaffected.

### The numbers beside a real exposure

The example lies in the regime of extreme-ultraviolet interference lithography at a synchrotron, where light near 13.5 nm (photon energy 91.84 eV) with a bandwidth of a few per cent falls on gratings carried by a thin membrane. The bandwidth, source angle, blur, absorption and resist thickness used here are rough typical values, not data for a particular instrument or resist. Two of the departures from the ideal case are combined here: an extended source and blur in the resist. Together they lower the TE contrast from 1 to about $0.862\times0.693=0.60$ for these values, blur being the larger loss. They leave the period at 22 nm, which corresponds to lines and spaces of 11 nm each if the dose is set for equal widths. Whether such lines develop cleanly also depends on photon statistics and resist chemistry, which this model leaves out. It likewise does not predict how much light the gratings send into the first order, and hence not the exposure time.

The main computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
grating pitch: 44.0 nm
wavelength: 13.50 nm
photon energy: 91.84 eV
sin(theta): 0.3068
first-order angle: 17.87 deg
grating width: 80.04 um
distance between grating centres: 200 um
crossing distance: 310.2 um
predicted fringe period: 22.000 nm
half-period (equal line and space): 11.000 nm
slit sum, wavelength 11.0 nm: angle 14.48 deg, crossing 387.3 um, period 22.0000 nm
slit sum, wavelength 13.5 nm: angle 17.87 deg, crossing 310.2 um, period 22.0000 nm
slit sum, wavelength 20.0 nm: angle 27.04 deg, crossing 196.0 um, period 22.0000 nm
slit sum, wavelength 30.0 nm: angle 42.99 deg, crossing 107.3 um, period 22.0000 nm
displacement of right grating: 8.0 nm
fringe position at wavelength 13.23 nm: 4.000 nm
fringe position at wavelength 13.50 nm: 4.000 nm
fringe position at wavelength 13.77 nm: 4.000 nm
contrast of the three wavelengths added: 0.9997
fringe position after 1 um defocus: 4.000 nm
beam walk at 13.77 nm, formula: 2.21 um
beam walk at 13.77 nm, slit sum: 2.19 um
overlap width left at 13.77 nm: 75.6 um
fixed angle: fringes wash out after 25 fringes, 550 nm
fixed angle: contrast left there: 0.0127
pitches 44 and 45 nm: period formula 22.2472 nm, slit sum 22.2472 nm
wafer tilt 0.1 rad: period formula 22.1105 nm, slit sum 22.1105 nm
incidence angle (also source half-angle): 10 urad
fringe shift, formula: 3.259 nm
fringe shift, slit sum: 3.259 nm
contrast factor of uniform source: 0.862
source half-angle that erases fringes: 33.7 urad
TM contrast: 0.812
zero-order relative amplitude: 0.01
difference of neighbouring peaks over mean: 0.0200
resist blur sigma: 3.0 nm
contrast factor of resist blur: 0.693
resist absorption coefficient: 5.0 /um
resist thickness: 30 nm
intensity at resist bottom over top: 0.854
wavelength 50 nm: first-order intensity falls by 1/e in 7.37 nm
```
